\section*{Band bending across a depleted monolayer: leading order and first corrections}

\section{The decision}

To calculate the current through a metal contact to a doped monolayer, one must first decide how to represent the layer. It can be divided into many slices, with a depletion region drawn through its thickness as in a thick semiconductor, or it can be treated as one sheet with a single band edge. The choice depends on how much potential the dopants can drop across the layer. If this is comparable with the contact barrier, say half a volt, the vertical profile is part of the barrier. If it is much smaller, the barrier must be sought elsewhere: in the bonding at the interface, in a gap between metal and layer, or in the lateral potential beyond the contact edge.

For a layer 0.65 nm thick with $10^{13}$ donors per square centimetre and permittivity 10, the drop is about 59 mV. This is the leading term for a fully depleted, laterally uniform layer. Two first corrections are derived below, one for electrons left in the layer and one for slow lateral variation of the doping. A wide gap brings in a different limit, with its own leading term.

\section{Model and conventions}

The layer has thickness $t$, out-of-plane relative permittivity $\varepsilon$ and $N$ ionised donors per unit area, spread uniformly through its thickness. The height $z$ runs from the metal-side face, $z=0$, to the upper face, $z=t$. The electric potential $\phi$ is zero at $z=0$, and $e>0$ is the elementary charge, so a positive $\phi$ lowers an electron's energy by $e\phi$.

At first the layer contains no free electrons, and all the flux of the donors ends on the metal. The laterally averaged field is then zero at the upper face, which requires that no gate or other charge above the layer attracts flux.

\section{Leading order: full depletion}

The charge density is $eN/t$, so Poisson's equation reads
\begin{equation}
\frac{d^2\phi}{dz^2}=-\frac{eN}{\varepsilon_0\varepsilon t}.
\end{equation}
Integrating from $z$ to $t$, where $\phi'(t)=0$, gives
\begin{equation}
0-\phi'(z)=-\frac{eN}{\varepsilon_0\varepsilon t}(t-z)
\quad\Longrightarrow\quad
\phi'(z)=\frac{eN}{\varepsilon_0\varepsilon}\left(1-\frac zt\right).
\end{equation}
The slope is positive: the potential rises away from the metal, towards which the field points. A second integration from $\phi(0)=0$ gives
\begin{equation}
\phi(z)=\frac{eN}{\varepsilon_0\varepsilon}\left(z-\frac{z^2}{2t}\right),
\qquad
V\equiv\phi(t)=\frac{eNt}{2\varepsilon_0\varepsilon}.
\label{drop}
\end{equation}
The factor $1/2$ arises because the field falls linearly from its largest value to zero, so its mean is half the maximum.

With $N=10^{13}\,\mathrm{cm^{-2}}=0.1\,\mathrm{nm^{-2}}$ and $e/\varepsilon_0=18.0951$ V\,nm,
\begin{equation}
V=\frac{18.0951\times0.1\times0.65}{2\times10}\ \mathrm V
=0.0588\ \mathrm V .
\end{equation}
The largest field is 1.81 MV/cm. The field is strong, but it acts over a very short distance.

\subsection*{What the factor one half assumes}

Let the donor charge have any profile $\rho(z)$ with $\int_0^t\rho\,dz=eN$. The flux through height $z$ comes from the charge above it, so
\begin{equation}
V=\frac1{\varepsilon_0\varepsilon}\int_0^t\!dz\int_z^t\!\rho(z')\,dz'
=\frac1{\varepsilon_0\varepsilon}\int_0^t z'\rho(z')\,dz'
=\frac{eN z_c}{\varepsilon_0\varepsilon}.
\end{equation}
In the second step the order of integration was exchanged: a charge at $z'$ contributes for all $z$ from 0 to $z'$. Thus only the centroid $z_c$ matters for the drop. Donors that all sit in the middle plane, as substitutes for the metal atoms of a transition-metal dichalcogenide monolayer would, also give 59 mV. A sheet of donors at the upper face gives 118 mV.

If a fraction $f$ of the flux leaves upward, the slope becomes
\begin{equation}
\phi'(z)=\frac{eN}{\varepsilon_0\varepsilon}\left(1-\frac zt-f\right),
\qquad
\phi(t)=\frac{eNt}{\varepsilon_0\varepsilon}\left(\frac12-f\right).
\end{equation}
For $f=0.10$ the drop is 47 mV. For $f=1/2$ the faces are at equal potential, and the centre is higher by
\begin{equation}
\frac{eN}{\varepsilon_0\varepsilon}\left(\frac t4-\frac t8\right)
=\frac{eNt}{8\varepsilon_0\varepsilon},
\end{equation}
which is 15 mV here.

\subsection*{Comparison with a thick crystal}

Keep the volume density $N/t$ and the permittivity fixed, and let the depletion width $W$ grow. Replacing $t$ by $W$ and $N$ by $NW/t$ in (\ref{drop}) gives
\begin{equation}
V_b=\frac{eNW^2}{2\varepsilon_0\varepsilon t}=V\left(\frac Wt\right)^2
\quad\Longrightarrow\quad W=t\sqrt{V_b/V}.
\end{equation}
A bending of 0.50 V needs $W=0.65\sqrt{500/58.8}=1.90$ nm, about three times the thickness available. At this doping the monolayer runs out of charge long before it can bend its bands by half a volt.

\section{First correction: electrons left behind}

Full depletion is a premise, and the metal decides whether it holds. Let $\Phi_B$ be the bare barrier, the metal work function minus the electron affinity of the layer as it sits on the metal, and let a vacuum gap $d$ separate the two. This affinity must include the attraction of the electron to its own image, which is not computed here and is not small: the simple metal image term $e^2/16\pi\varepsilon_0\varepsilon z$ is already 0.11 eV at $z=t/2$, and relative to a free-standing layer a continuum estimate for the middle plane with isotropic $\varepsilon=10$ gives a lowering of about 0.46, 0.31 and 0.22 eV for $d=0$, 0.1 and 0.3 nm, so for a given metal the barrier itself rises with $d$ by an amount comparable with the gap effects found below. Below, $\Phi_B$ is treated as a given number, independent of $d$. With a gap, potentials are measured from the metal surface. Suppose that $n$ electrons per unit area remain, spread through the thickness like the donors. The net charge is $esN$, with $s=1-n/N$. By linearity all potentials, including the drop across the layer, are multiplied by $s$.

An electron state that extends over the whole monolayer responds, to first order, to the potential averaged over its density. For a uniform density, (\ref{drop}) gives
\begin{equation}
\bar\phi=\frac1t\int_0^t\phi\,dz
=\frac{eN}{\varepsilon_0\varepsilon}\left(\frac t2-\frac t6\right)
=\frac{eNt}{3\varepsilon_0\varepsilon}=39\ \mathrm{mV}.
\end{equation}
The field in the gap is $eN/\varepsilon_0$ at full depletion, which adds $eNd/\varepsilon_0$. The band edge above the metal's Fermi level is therefore
\begin{equation}
E=\Phi_B-sU,\qquad
U=e^2N\left(\frac d{\varepsilon_0}+\frac t{3\varepsilon_0\varepsilon}\right).
\label{edge}
\end{equation}

With a constant two-dimensional density of states $g$, spin and valleys included, the electron density is
\begin{equation}
n=\int_E^\infty\frac{g\,dE'}{1+e^{E'/kT}}
=gkT\ln\!\left(1+e^{-E/kT}\right).
\label{fermi}
\end{equation}
The integral follows from the antiderivative $-gkT\ln(1+e^{-E'/kT})$, which vanishes at the upper limit. Electrons bound to individual donors are not included. This is a real limit. In the same continuum model an isolated, unscreened donor in the middle plane binds an electron spread through the thickness by about 30 to 55 meV when the layer touches the metal, and by about 0.35 to 0.4 eV across a gap of 0.30 nm (0.25 to 0.3 eV for a permittivity of 7 out of plane and 15 in plane); an electron confined to the donor plane is bound more strongly. Full depletion under a high barrier in direct contact is unaffected, but the 1\% thresholds and the wide-gap fractions below belong to the free-electron model and overstate the depletion when donor levels are occupied.

Write $\delta=1-s$ for the undepleted fraction. Then $E=E_1+\delta U$, where $E_1=\Phi_B-U$ is the band edge at full depletion. With $a=gkT/N$ and $x=e^{-E_1/kT}$, the condition $n=N\delta$ becomes
\begin{equation}
\delta=a\ln\!\left(1+x\,e^{-\delta U/kT}\right).
\end{equation}
For a high barrier $x$ is small. Using $\ln(1+y)=y-y^2/2+\dots$ and $e^{-\delta U/kT}=1-\delta U/kT+\dots$, and inserting $\delta=ax$ in the second expansion, one finds
\begin{equation}
\delta=ax\left[1-\frac x2-\frac{aU}{kT}\,x+O(x^2)\right].
\end{equation}
The drop with its first correction is therefore
\begin{equation}
V_{\rm layer}=sV=\frac{eNt}{2\varepsilon_0\varepsilon}
\left[1-\frac{gkT}{N}\,e^{-(\Phi_B-U)/kT}+O(x^2)\right].
\label{first}
\end{equation}
The correction is negative because remaining electrons cancel donor charge. It is exponentially small in the barrier, and it requires both $x\ll1$ and $axU/kT\ll1$.

\subsection*{Layer in direct contact}

Take $T=300$ K, an in-plane mass of 0.50 electron masses, two valleys and $\Phi_B=0.50$ eV. Then $g=4.177\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$ and $kT=25.85$ meV, so
\begin{equation}
gkT=1.08\times10^{13}\ \mathrm{cm^{-2}},\qquad a=1.08.
\end{equation}
For $d=0$, $U=39.2$ meV and $E_1=460.8$ meV. The correction is
\begin{equation}
ax=1.08\,e^{-460.8/25.85}\approx2.0\times10^{-8},
\end{equation}
or $2.0\times10^5$ electrons per square centimetre. The numerical solution of the full balance gives $1.96\times10^5\ \mathrm{cm^{-2}}$. This number is for smoothly spread donor charge; discrete donors can raise it by orders of magnitude, as noted at the end, but it stays a tiny fraction of $N$. Full depletion is an excellent premise here.

To find the barrier at which it begins to fail, let 1\% of the electrons remain. Solving (\ref{fermi}) for $E$ gives
\begin{equation}
E=-kT\ln\!\left(e^{n/gkT}-1\right),
\label{inverse}
\end{equation}
which is 0.121 eV for $n=0.01N$. From (\ref{edge}) with $s=0.99$, the bare barrier must be $0.121+0.99\times0.0392=0.160$ eV.

\section{The opposite limit: a wide gap}

A vacuum gap of 0.30 nm would drop $18.0951\times0.1\times0.30=0.543$ V at full depletion, 9.2 times the drop in the layer. The ratio is $2\varepsilon d/t$: the gap carries the full flux over its whole width, unscreened by the permittivity of the layer. Now $U=542.9+39.2=582.1$ meV exceeds the barrier of 500 meV, so $E_1=-82$ meV and $x=e^{82/25.85}\approx24$. Expansion (\ref{first}) is useless. The donors cannot all be uncovered, because doing so would pull the band edge below the Fermi level and refill the layer.

A different expansion applies. Let $d$ and $\Phi_B$ grow so that $\beta=\Phi_B/U<1$ stays fixed, with $N$, $g$, $t$ and $T$ unchanged. Equation (\ref{edge}) rearranges to
\begin{equation}
s=\beta-\frac EU,\qquad
E=F(s)\equiv-kT\ln\!\left(e^{N(1-s)/gkT}-1\right),
\end{equation}
where the second relation is (\ref{inverse}) with $n=N(1-s)$. Since $F(\beta)$ stays finite while $U$ grows, the leading term is $s=\beta$. Inserting it in $F$ gives the first correction:
\begin{equation}
s=\beta-\frac{F(\beta)}U+O(U^{-2}).
\end{equation}
At leading order the gap acts as a capacitor that takes up the whole barrier. The correction allows for the distance of the band edge from the Fermi level.

For the example, $\beta=500/582.1=0.859$. The exponent is $N(1-\beta)/gkT=0.141/1.08=0.131$, so
\begin{equation}
F(\beta)=-25.85\,\ln(e^{0.131}-1)\ \mathrm{meV}\approx51\ \mathrm{meV},
\end{equation}
and
\begin{equation}
s\approx0.859-\frac{51}{582}=0.77 .
\end{equation}
The full solution is $s=0.791$. The first correction removes most of the leading error and slightly overshoots. The next term explains the sign. Expanding $F(s)$ about $\beta$ with $s-\beta\approx-F/U$ adds $+FF'/U^2$, where
\begin{equation}
F'(\beta)=\frac{N}{g}\,\frac1{1-e^{-N(1-\beta)/gkT}}>0 .
\end{equation}
Here $F'\approx0.20$ eV, so the term is about $+0.03$ and brings the estimate to 0.80.

In the full solution the layer drops $0.791\times58.8=46.5$ mV and the gap 429 mV, while the band edge lies 40 meV above the Fermi level. To leave only 1\% of the electrons across this gap, the bare barrier would have to be 0.697 eV. Conversely, for the barrier of 0.50 eV, the widest gap that leaves no more than 1\% is
\begin{equation}
d=\frac{0.50-0.160}{0.99\times1.81}\ \mathrm{nm}\approx0.19\ \mathrm{nm},
\end{equation}
where 1.81 V/nm is the gap field at full depletion. Within this model, with $\Phi_B$ held fixed and donor binding neglected, a change of one or two tenths of a nanometre in the gap thus decides whether the premise holds.

\section{First correction for lateral variation}

Return to the fully depleted layer on the metal with no gap. Let the donors lie in the middle plane, $z_0=t/2$, and let their density contain a ripple $N_1\cos qx$. Its potential is $\cos qx$ times a function of $z$ that satisfies $\phi''=q^2\phi$ away from the donor plane, if the in-plane permittivity is also $\varepsilon$. The solutions that vanish on the metal, are continuous at the upper face and decay in the vacuum above are
\begin{align}
0<z<z_0:&\quad A\sinh qz,\\
z_0<z<t:&\quad B\cosh q(t-z)+D\sinh q(t-z),\\
z>t:&\quad B\,e^{-q(z-t)} .
\end{align}
Continuity of $\varepsilon\phi'$ at $z=t$ requires $-\varepsilon qD=-qB$, so $D=B/\varepsilon$. With $b=t-z_0$, continuity of $\phi$ and the jump of flux at the donor plane give
\begin{align}
A\sinh qz_0&=B\left(\cosh qb+\tfrac1\varepsilon\sinh qb\right),\\
\varepsilon q\left[A\cosh qz_0+B\left(\sinh qb+\tfrac1\varepsilon\cosh qb\right)\right]
&=\frac{eN_1}{\varepsilon_0}.
\end{align}
Multiply the second line by $\sinh qz_0$ and eliminate $A$ with the first. The addition theorems, with $z_0+b=t$, collect the terms into
\begin{equation}
B=\frac{eN_1}{\varepsilon_0}\,
\frac{\sinh qz_0}{q\,(\varepsilon\cosh qt+\sinh qt)} .
\label{ripple}
\end{equation}
This is the amplitude at the upper face. For a slow ripple, $\sinh qz_0=qz_0+O(q^3)$ and the bracket is $\varepsilon[1+qt/\varepsilon+O(q^2t^2)]$. Hence, with $z_0=t/2$,
\begin{equation}
B=\frac{eN_1t}{2\varepsilon_0\varepsilon}
\left[1-\frac{qt}{\varepsilon}+O(q^2t^2)\right].
\end{equation}
The leading term is (\ref{drop}) applied to the local density. The correction is negative because some flux from the donor-rich stripes leaves through the vacuum and returns beside them.

The quadratic term has the coefficient $\frac1{24}-\frac12+\frac1{\varepsilon^2}$, from $\sinh(qt/2)$, from $\cosh qt$ and from the square of the linear term. For $\varepsilon=10$ this is $-0.45$, much larger than the linear coefficient $-0.1$. The first correction therefore dominates the second only for $qt<0.22$, that is, for wavelengths above about 18 nm. At 41 nm, where $qt=0.1$, the two are $-1$\% and $-0.45$\%.

\subsection*{Random donors}

The mean donor spacing is $1/\sqrt N=3.16$ nm. A ripple of that wavelength has $qt=1.3$, beyond the reach of the expansion, so the full expression (\ref{ripple}) is needed. Setting $N_1=1$ in it gives the Fourier transform $h_q$ of the potential $h(r)$ of one donor at the upper face. For independently placed donors, the number in a small area $\Delta$ has variance $N\Delta$, so the variances of their contributions add up to
\begin{equation}
\sigma^2=N\!\int h^2\,d^2r=\frac N{2\pi}\int_0^\infty q\,h_q^2\,dq .
\end{equation}
With $y=qt$ this becomes
\begin{equation}
\sigma^2=\frac{e^2N}{2\pi\varepsilon_0^2}
\int_0^\infty\frac{\sinh^2(y/2)\,dy}{y\,(\varepsilon\cosh y+\sinh y)^2}.
\end{equation}
The thickness has dropped out. At fixed $\varepsilon$ the spread grows as $\sqrt N$, whereas the mean grows as $Nt$.

For the example $\sigma=97$ mV, larger than the mean of 59 mV. A direct simulation with 20\,000 random arrangements of donors in a disc of radius 15 nm, using image charges, gave a mean of 58.8 mV, with a sampling error of about 0.7 mV, and a spread of 97.5 mV. The 59 mV is thus a lateral average, not the potential found at each point. The distribution is strongly skewed: the spread comes from points close to a donor, the median is only about 19 mV, and about 73\% of the upper face lies below the mean. Free electrons would screen part of this spread; they are absent here. The value also assumes an isotropic permittivity of 10: it would be about 134 mV for an isotropic 7, and about 95 mV for 7 out of plane with 15 in plane.

\section{Beside real contacts}

The parameters are rough values in the regime of a semiconducting transition-metal dichalcogenide monolayer on a metal. The thickness is close to the layer spacing in such crystals, and the doping is heavy. A permittivity of 10 is on the high side for the out-of-plane direction, where roughly 6 to 8 is more usual; a value of 7 would give 84 mV, and 5 would give 118 mV. The gap is uncertain too. A layer thickness taken from the crystal spacing already contains some empty space, so a further 0.30 nm of vacuum probably overstates the effective gap. At full depletion each 0.1 nm adds 0.18 V. Interface states and chemical bonding also change the barrier, which is an input here.

\section{The decision taken}

For these parameters the layer should be one sheet. Its internal drop is about an eighth of a 0.50 V barrier, or a fifth to a seventh for a permittivity of 6 to 8, and slicing it would not produce the rest. The drop grows as $N$ and would reach 0.50 V at 5 to $8.5\times10^{13}\ \mathrm{cm^{-2}}$ for permittivities of 6 to 10, so the decision does not carry over to such dopings. The drop is still 2.3 times $kT/e$, so it should not be discarded: the average shift belongs in the band edge. For uniform donors and a uniform electron density it is 39 meV, which changes a dilute electron density by a factor $e^{39.2/25.85}\approx4.6$. Unlike the drop, this shift depends on the profiles: donors in the middle plane give $3eNt/8\varepsilon_0\varepsilon=44$ mV for a uniform electron density and 59 mV for an electron confined to that plane, factors of 5.5 and 9.7. All three factors use the laterally averaged potential only. With discrete, randomly placed and unscreened donors, low-lying localised states can raise a dilute electron density by a factor of tens to thousands, depending on the arrangement. The image energy and donor binding can each be as large as the average shift or larger. The lateral spread is about 0.1 V point by point, and about 34 mV when averaged over the thickness and over a Gaussian density of 1 nm standard deviation. The effort saved on vertical slices is better spent on the gap, on the bare barrier and, where local values matter, on the positions of the donors. The values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough model values)
donor density                       1.00e+13 cm^-2
layer thickness                     0.65 nm
out-of-plane relative permittivity  10.0
temperature                         300 K
in-plane mass                       0.50 electron masses
valley count                        2
bare barrier                        0.50 eV
vacuum gap                          0.30 nm
IDEAL LAYER
e/eps0                              18.0951 V nm
volume donor density                1.538e+20 cm^-3
largest field in layer              1.810 MV/cm
potential drop, formula             58.81 mV
potential drop, Poisson solution    58.81 mV
mean potential in layer             39.21 mV
thermal energy kT                   25.85 meV
CHANGED ASSUMPTIONS
drop, all charge at upper face      117.62 mV
drop, permittivity 5                117.62 mV
fraction of flux leaving upward     0.10
drop with that upward flux          47.05 mV
centre rise, flux split equally     14.70 mV
bending asked of thick crystal      0.50 V
width needed for it                 1.90 nm
GAP AND INCOMPLETE DEPLETION
field in gap, full depletion        18.10 MV/cm
drop in gap, full depletion         542.9 mV
gap drop / layer drop               9.23
2D density of states                4.177e+14 cm^-2 eV^-1
electrons left, no gap              1.96e+05 cm^-2
depleted fraction, with gap         0.791
band edge above Fermi level, gap    39.9 meV
layer drop, with gap                46.5 mV
gap drop, partial depletion         429.2 mV
band edge needed for 1% electrons   0.121 eV
bare barrier needed, no gap         0.160 eV
bare barrier needed, with gap       0.697 eV
RANDOM DONORS (no gap, middle plane, upper face)
mean donor spacing                  3.16 nm
rms spread, Fourier integral        96.8 mV
mean potential, simulation          58.8 mV
rms spread, simulation              97.5 mV
\end{verbatim}
